The Luttinger Hamiltonian, warped hole energies and the Dresselhaus-Kip-Kittel constant

**Setting**

In a semiconductor with the full point symmetry of a cube (the group Oh, which includes inversion and 90° rotations), the top of the valence band at k = 0 is built from three orbitals X, Y, Z that can be treated as p functions. (In germanium they transform like yz, zx, xy. Under each symmetry operation this differs from p functions at most by a sign common to all three orbitals, which cancels in the matrix below.) The crystal is unstrained and there is no magnetic field, so the components of k commute. Energies are in free-electron units: a coefficient c multiplying k² stands for the energy (ħ²/2m0)ck², with m0 the free-electron mass.

Inversion symmetry removes terms linear in k. To second order, the electron energy matrix among the orbitals is

Dxx = Lkx² + M(ky² + kz²), Dxy = Nkxky,

and its cyclic partners. The reflection x → −x reverses both X and kx, so Dxx must be even in kx, and Dxy must be odd in kx and likewise in ky. Rotation by 90° about x makes the coefficients of ky² and kz² in Dxx equal and forbids a term kykz there, since it reverses the sign of kykz. All three constants contain the coupling to other bands; L and M also contain the free-electron term, which is 1 in these units.

Spin-orbit coupling is (2Δ/3) l·s, with l = 1 and s = 1/2. Since l·s = [j(j+1) − 2 − 3/4]/2 is 1/2 for j = 3/2 and −1 for j = 1/2, the fourfold level lies Δ above the twofold split-off level.

**(a) From the orbitals to the Luttinger Hamiltonian**

Let J be the spin-3/2 matrices and count hole energy positive downwards. Show that, for |k| small enough that all four hole energies at that k lie far below Δ, the fourfold level is described by

H = (γ1 + 5γ2/2)k² − 2γ2 Σi ki²Ji² − 2γ3 Σi<j kikj(JiJj + JjJi),

and find γ1, γ2, γ3 in terms of L, M, N.

**Solution.** In the basis X, Y, Z the matrices of l are (li)ab = −iεiab. Then

(lilj)ab = −Σm εiam εjmb = Σm εiam εjbm = δij δab − δib δja,

which says lilj = δij − |j><i|. Therefore

|X><X| = 1 − lx², |X><Y| + |Y><X| = −(lxly + lylx),

and the orbital matrix becomes

D = Mk² + (L − M) Σi ki²(1 − li²) − N Σi<j kikj(lilj + ljli).

This must be restricted to j = 3/2. The combination (lilj + ljli)/2 − (2/3)δij is a symmetric tensor of zero trace, because l² = 2. By the Wigner-Eckart theorem its restriction is proportional to the same tensor made from J, which is (JiJj + JjJi)/2 − (5/4)δij because J² = 15/4. The state m = 3/2, which has lz = 1, gives the factor: the zz component is 1 − 2/3 = 1/3 on the left and 9/4 − 5/4 = 1 on the right. The factor is 1/3, so that

li² → Ji²/3 + 1/4, lilj + ljli → (JiJj + JjJi)/3 for i ≠ j.

Inserting this and reversing the sign to obtain hole energy gives

H = −[M + (3/4)(L − M)]k² + [(L − M)/3] Σi ki²Ji² + (N/3) Σi<j kikj(JiJj + JjJi).

Comparing the second and third terms with the required form gives

γ2 = −(L − M)/6, γ3 = −N/6.

The first term requires γ1 + 5γ2/2 = −M − (3/4)(L − M). With 5γ2/2 = −(5/12)(L − M),

γ1 = −M − (1/3)(L − M) = −(L + 2M)/3.

What has been dropped is the part of D that connects j = 3/2 with j = 1/2. It is of order k², so in second-order perturbation theory it shifts the levels by an amount of order k⁴/Δ.

**(b) Five anticommuting matrices**

Define

Γ1 = (JyJz + JzJy)/√3, Γ2 = (JzJx + JxJz)/√3, Γ3 = (JxJy + JyJx)/√3,
Γ4 = (Jx² − Jy²)/√3, Γ5 = Jz² − 5/4.

Show that they have zero trace and obey ΓaΓb + ΓbΓa = 2δab. Then write H in terms of them.

**Solution.** Order the states as m = 3/2, 1/2, −1/2, −3/2. The raising operator J+ has elements √3, 2, √3 between neighbours.

Γ5 is diagonal, with entries 1, −1, −1, 1.

For Γ4 and Γ3 use

Jx² − Jy² = (J+² + J−²)/2, JxJy + JyJx = (J+² − J−²)/(2i).

Both nonzero elements of J+² are 2√3; they connect state 3 to state 1 and state 4 to state 2. Thus Γ4 has 1 at positions (1,3) and (2,4), and Γ3 has −i there. The positions below the diagonal hold the complex conjugates.

For Γ2, the element of JzJx + JxJz from m to m+1 is (2m+1)/2 times that of J+. It equals √3, 0, −√3 for m = 1/2, −1/2, −3/2. Thus Γ2 has 1 at (1,2) and −1 at (3,4). Replacing Jx by Jy multiplies the elements above the diagonal by −i, so Γ1 has −i at (1,2) and +i at (3,4).

Now let Pauli matrices τ act on the choice between the pairs (1,2) and (3,4), and Pauli matrices σ on the position within a pair. The entries just found are

Γ1 = τzσy, Γ2 = τzσx, Γ3 = τy, Γ4 = τx, Γ5 = τzσz.

Each squares to 1 and has zero trace. Γ1, Γ2 and Γ5 anticommute with one another because σx, σy, σz do. Γ3 and Γ4 anticommute with each other, and with the other three, because τx, τy, τz do.

To rewrite H, combine Jx² + Jy² = 15/4 − Jz² = 5/2 − Γ5 with Jx² − Jy² = √3Γ4:

Jx² = 5/4 − Γ5/2 + (√3/2)Γ4,
Jy² = 5/4 − Γ5/2 − (√3/2)Γ4,
Jz² = 5/4 + Γ5.

Hence Σi ki²Ji² = (5/4)k² + d4Γ4 + d5Γ5, while the mixed products give d1Γ1 + d2Γ2 + d3Γ3, with

d1 = √3kykz, d2 = √3kzkx, d3 = √3kxky,
d4 = (√3/2)(kx² − ky²), d5 = (2kz² − kx² − ky²)/2.

The scalar −2γ2(5/4)k² cancels the 5γ2/2 in H, which leaves

H = γ1k² − 2γ3(d1Γ1 + d2Γ2 + d3Γ3) − 2γ2(d4Γ4 + d5Γ5).

**(c) The energies in closed form**

Find the eigenvalues of H and their degeneracy.

**Solution.** In the square of H − γ1k² each pair a ≠ b appears as ΓaΓb + ΓbΓa, which vanishes. What remains is a number times the unit matrix:

(H − γ1k²)² = 4γ3²(d1² + d2² + d3²) + 4γ2²(d4² + d5²) ≡ R².

The eigenvalues of H − γ1k² can therefore be only +R or −R. Their sum is zero because the Γ's have zero trace, so each occurs twice.

Let f = kx²ky² + ky²kz² + kz²kx². Then d1² + d2² + d3² = 3f. Writing a, b, c for kx², ky², kz²,

d4² + d5² = (3/4)(a − b)² + (1/4)(2c − a − b)²
= a² + b² + c² − ab − bc − ca
= k⁴ − 3f,

where the last line uses k⁴ = a² + b² + c² + 2f. Therefore

E = γ1k² ± √[4γ2²k⁴ + 12(γ3² − γ2²)f].

The lower sign is the heavy hole and the upper sign the light hole. Both energies scale as k² along any ray, but the root depends on direction. This dependence is the warping. It disappears when γ2² = γ3².

**(d) The Dresselhaus-Kip-Kittel constant**

The same bands are often written as electron energies,

E_el = Ak² ± √[B²k⁴ + C²f],

with A, B, C in units of ħ²/2m0. Express A, B and C through the Luttinger parameters. What does a measured spectrum leave undetermined?

**Solution.** Since E_el = −E, the mean of the two levels gives A = −γ1. Half their separation, squared, must agree for every direction:

B²k⁴ + C²f = 4γ2²k⁴ + 12(γ3² − γ2²)f.

Along [100] f vanishes, which fixes B² = 4γ2². Any direction with f ≠ 0 then fixes the other constant:

|B| = 2|γ2|, C² = 12(γ3² − γ2²).

With the relations of part (a) this is also

C² = 12[N² − (L − M)²]/36 = [N² − (L − M)²]/3.

If |γ3| < |γ2|, then C² is negative. The energies remain real, since R² is a sum of squares, but C is no longer a real number and C² should be treated as one coefficient. In Hartree units ħ²/2m0 is 1/2, so A, B and C are halved and C² is divided by four.

To order k² the energies contain only γ2² and γ3², so at this order they do not determine the signs of γ2 and γ3. The k⁴ corrections from the split-off band do depend on these signs. The states carry more information. For k along z, H = γ1k² − 2γ2k²Γ5, and Γ5 = +1 for m = ±3/2. The heavy pair is thus m = ±3/2 if γ2 > 0 and m = ±1/2 if γ2 < 0.

**(e) Extreme directions and the condition for a band top**

Between what limits does R vary with direction? When do both kinds of hole have positive energy in every direction?

**Solution.** Since k⁴ − 3f = d4² + d5² cannot be negative, 0 ≤ f ≤ k⁴/3. The lower limit is reached along [100]. The upper limit requires d4 = d5 = 0, hence kx² = ky² = kz², the [111] directions. R² is linear in f, so its extremes lie at these ends:

[100]: R = 2|γ2|k², [111]: R = 2|γ3|k².

Along [110], f = k⁴/4 and R = k²√(γ2² + 3γ3²), which lies between them.

The heavy-hole energy γ1k² − R is positive in every direction if and only if

γ1 > 2 max(|γ2|, |γ3|).

If this fails with the opposite inequality, some electron states lie above the level at k = 0, which is then not the top of the band. The condition was tested by diagonalizing H for 200 random parameter sets in 63 directions, including the three axes above. Half of the sets satisfied it, and the positivity of the levels agreed with it in every case.

A mass along a ray can be defined by E = k²/m, with m in units of m0. This gives m = 1/(γ1 ∓ R/k²) for heavy and light holes. It is not the full inverse-curvature tensor, which also contains derivatives of R across the ray. Even on a symmetry axis the second derivatives across the ray generally differ from the one along it.

**(f) Numbers in the regime of germanium**

Take γ1 = 13, γ2 = 4, γ3 = 5.5, which are rough, rounded low-temperature values for germanium, and |k| = 0.2 nm⁻¹. Find A, |B| and C², the masses along the main axes, and the energies for k along [122].

**Solution.** The constants are

A = −13, |B| = 2 × 4 = 8, C² = 12(30.25 − 16) = 171, |C| = 13.1.

In engineering units |C| is 0.498 eV nm². As a check on part (a), the six-band matrix D plus spin-orbit coupling, with L = −29, M = −5, N = −33 and Δ = 0.30 eV, was diagonalized at |k| = 0.001 nm⁻¹ in 60 random directions. The dependence of the level separation on f gave C² = 170.999.

Along [100], R/k² = 8 and the masses are 1/5 = 0.20 and 1/21 = 0.048. Along [111], R/k² = 11 and they are 1/2 = 0.50 and 1/24 = 0.042. From [100] to [111] the heavy mass thus grows by a factor of 2.5, while the light mass falls by 12.5% of its [100] value. The two energies shift by equal and opposite amounts, but the heavy-hole energy is a small difference of large terms. Along [110] the heavy mass is 0.37.

For [122], k = (0.0667, 0.1333, 0.1333) nm⁻¹, and in nm⁻²

d1 = 0.03079, d2 = d3 = 0.01540, d4 = −0.01155, d5 = 0.00667.

The sums of squares are d1² + d2² + d3² = 0.001422 and d4² + d5² = 0.000178 nm⁻⁴, which add up to k⁴ = 0.0016 nm⁻⁴. Then

R = 2√(30.25 × 0.001422 + 16 × 0.000178) = 0.428 nm⁻²,

and γ1k² = 0.520 nm⁻². Multiplying 0.520 ∓ 0.428 by ħ²/2m0 = 38.1 meV nm² gives 3.5 meV for the heavy hole and 36.1 meV for the light hole.

**(g) How far these numbers can be trusted**

Estimate, for the same |k|, the effects of the split-off band, the conduction band, the temperature and a small strain.

**Solution.** The light-hole energies at this |k| are comparable with the thermal energy at 300 K, 25.9 meV, so the corrections matter for room-temperature use. The six-band matrix restores the split-off band. An eight-band matrix also includes the conduction band, at a direct gap Eg = 0.90 eV, coupled to X, Y, Z by elements of size Pkx, Pky, Pkz. Here P is ħ/m0 times a momentum matrix element, and Ep = 2m0P²/ħ² = 26 eV. In second order this coupling contributes −Ep/Eg to both L and N. That share is removed from L and N in the eight-band matrix, so that all three models give the same heavy- and light-hole energies to order k². The light-hole energies in meV are:

[100]: four-band 32.0, six-band 31.0, eight-band 30.1.
[111]: four-band 36.6, six-band 34.6, eight-band 33.6.

Relative to the four-band values, the eight-band energies are lower by 6% and 8%. When |k| along [122] is doubled from 0.01 to 0.02 nm⁻¹, the four-band error grows by a factor of 16.0 against either larger model, as a k⁴ correction should.

In these models the heavy-hole energies along [100] and [111] do not change. For k along either axis, D has the form α + β|n><n|, where n is the orbital pointing along k, and the conduction state couples to n alone. The matrix then conserves the angular momentum along k. Neither the split-off nor the included conduction states have the component ±3/2, so the heavy holes have nothing to mix with. More distant bands can have this component, so small shifts remain possible in a real crystal. Along [110] this argument does not apply, and the heavy-hole energy falls from 4.07 to 4.01 meV. The relative shift grows roughly as k², and thermal heavy holes lie at larger |k|. The four-band heavy-hole energy along [110] reaches 25.9 meV at |k| ≈ 0.50 nm⁻¹, where the larger models give about 23.5 meV, 9% lower. A heavy-hole energy far below Δ is therefore not enough for the four-band form: the light-hole energy at the same k, about 226 meV there in the four-band form, must be far below Δ as well.

Warming narrows the direct gap, here from 0.90 to 0.80 eV. With Ep and the other bands held fixed, Ep/Eg grows by s = 26(1/0.80 − 1/0.90) = 3.61, and L and N fall by s. By part (a), γ1 rises by s/3 and γ2 and γ3 by s/6 each, to 14.2, 4.6 and 6.1. C² becomes 193 and |C| rises by 6%, to 13.9. The four-band light-hole energy along [100] rises by 11%, to 35.7 meV. This shift is opposite in sign to the band-mixing correction. The heavy-hole energies along [100] and [111] are unchanged, because s cancels in γ1 − 2γ2 and γ1 − 2γ3. This estimate puts the whole narrowing of the optical gap into Ep/Eg. Part of the narrowing comes from lattice vibrations, not from thermal expansion, and need not change the masses in this way, so the real shifts may be considerably smaller.

Strain that stretches z relative to x and y adds to H the term

b Σi εii(Ji² − 5/4) = b(εzz − εxx)Γ5 for εxx = εyy,

where b is a deformation potential and the common shift of all four levels is left out. It splits them at k = 0 by 2|b(εzz − εxx)|. With b = −2 eV (rough; values quoted for germanium are often larger in magnitude, and the splitting grows in proportion), εxx = −0.0010 and εzz = 0.0007, this is 2 × 2 eV × 0.0017 = 6.8 meV. Coupling to the split-off band, left out here, lowers the splitting by about 1%. The new term modifies only the coefficient of Γ5, so the squaring argument of part (c) still works: in R², the term −2γ2d5, now an energy, is replaced by −2γ2d5 + b(εzz − εxx).

Set beside real germanium, the parameters are typical and the strong warping of the heavy holes is a property of the real band. The assumption of zero strain needs checking in any application, because a strain difference of 0.17% produces a splitting comparable with the heavy-hole energy along [100], 7.6 meV, and larger than that along [111], 3.0 meV. In silicon Δ is only about 0.04 eV, so the four-band form is confined to much smaller hole energies and can be a poor guide at room temperature, with an error that depends strongly on direction. The larger models used here still depend on rough inputs and treat more distant bands through fixed constants, so their differences indicate the size of the corrections, not precise band energies. The program also prints the energies of all three models along [110] and [122].

Calculated quantities

```
Inputs (rough, germanium regime): gamma1, gamma2, gamma3 = 13.0 4.0 5.5
Split-off energy 0.30 eV, low-temperature direct gap 0.90 eV
Room-temperature direct gap 0.80 eV, momentum energy Ep 26.0 eV
hbar^2/2m0 = 0.038100 eV nm^2
Wavevector |k| = 0.20 1/nm, hbar^2 k^2/2m0 = 1.5240 meV
Thermal energy at 300 K = 25.85 meV
L, M, N (units hbar^2/2m0) = -29.0 -5.0 -33.0
A = -13.00, |B| = 8.00, C^2 = 171.00, |C| = 13.077 (C^2 in (hbar^2/2m0)^2, others in hbar^2/2m0)
|C| in eV nm^2 = 0.4982; |C| in Hartree units = 6.538
C^2 recovered from 6-band spectrum = 170.999, from 8-band = 170.999
Largest closed-form deviation, 200 random parameter sets = 7.7e-14
Sets with both masses positive everywhere = 100 of 200
Growth of error on doubling k: 6-band 16.006, 8-band 15.992
[100]: f/k^4 = 0.0000, root/k^2 = 8.0000, heavy mass 0.2000 m0, light mass 0.0476 m0
[110]: f/k^4 = 0.2500, root/k^2 = 10.3320, heavy mass 0.3748 m0, light mass 0.0429 m0
[111]: f/k^4 = 0.3333, root/k^2 = 11.0000, heavy mass 0.5000 m0, light mass 0.0417 m0
[122]: f/k^4 = 0.2963, root/k^2 = 10.7083, heavy mass 0.4363 m0, light mass 0.0422 m0
[122] d1..d5 in 1/nm^2: 0.030792 0.015396 0.015396 -0.011547 0.006667
Hole energies in meV at this |k|, heavy / light:
[100]: 4-band 7.620 / 32.004, 6-band 7.620 / 30.975, 8-band 7.620 / 30.063
   4-band with room-temperature gammas 7.620 / 35.673
[110]: 4-band 4.066 / 35.558, 6-band 4.008 / 33.888, 8-band 4.007 / 32.929
   4-band with room-temperature gammas 4.079 / 39.214
[111]: 4-band 3.048 / 36.576, 6-band 3.048 / 34.605, 8-band 3.048 / 33.632
   4-band with room-temperature gammas 3.048 / 40.245
[122]: 4-band 3.493 / 36.131, 6-band 3.472 / 34.288, 8-band 3.472 / 33.321
   4-band with room-temperature gammas 3.499 / 39.794
Room-temperature gammas from gap narrowing: 14.204 4.602 6.102
Room-temperature C^2 = 192.67, |C| = 13.880
Strain in plane -0.0010, along z 0.0007, deformation potential b = -2.0 eV
Strain splitting at k = 0: 6.80 meV
```
